\section*{Gauge-origin dependence of the kinetic, Zeeman and diamagnetic energies, part 3}

How do the energy terms of $N$ electrons in a uniform field $\mathbf B$ change when the gauge origin moves from $\mathbf O$ to $\mathbf O'=\mathbf O+\mathbf d$? Algebra is in atomic units, with electron charge $-1$ and $\mathbf p=-i\nabla$. Theorem 1 assumes (a) $V$ is a real multiplicative function of position, independent of the origin; (b) space is unbounded or has walls where $\psi$ vanishes; (c) averaged states are normalized and decay fast.

With $\mathbf A_{\mathbf O}(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$ and $\mathbf A_j=\mathbf A_{\mathbf O}(\mathbf r_j)$, Lemma 1 gives $H_{\mathbf O}=\sum_j\tfrac12(\mathbf p_j+\mathbf A_j)^2+V=T+Z_{\mathbf O}+D_{\mathbf O}+V$, where $T=\sum_j\tfrac12p_j^2$, $Z_{\mathbf O}=\sum_j\mathbf A_j\cdot\mathbf p_j$, $D_{\mathbf O}=\sum_j\tfrac12A_j^2$. Let $\mathbf R=\sum_j\mathbf r_j$, $\mathbf P=\sum_j\mathbf p_j$, $\boldsymbol{\mathcal A}=\sum_j\mathbf A_j$, $\boldsymbol\Pi=\mathbf P+\boldsymbol{\mathcal A}$, $\mathbf k=\tfrac12\mathbf B\times\mathbf d$, $U=e^{i\mathbf k\cdot\mathbf R}$.

Lemma 4: $i[H_{\mathbf O},\mathbf R]=\boldsymbol\Pi$, so $\langle\mathbf P\rangle=-\langle\boldsymbol{\mathcal A}\rangle$ in eigenstates.
Theorem 1: (i) $H_{\mathbf O'}=UH_{\mathbf O}U^\dagger$, from
\begin{equation}
U^\dagger(\mathbf p_j+\mathbf A_{\mathbf O'})U=(\mathbf p_j+\mathbf k)+(\mathbf A_{\mathbf O}-\mathbf k)=\mathbf p_j+\mathbf A_{\mathbf O}.
\label{eq:cov}
\end{equation}
(ii) From any $\psi$ at $\mathbf O$ to $\psi'=U\psi$ at $\mathbf O'$,
\begin{equation}
\Delta T=\mathbf k\cdot\langle\mathbf P\rangle+\tfrac N2k^2,\quad
\Delta Z=\mathbf k\cdot\langle\boldsymbol{\mathcal A}\rangle-\mathbf k\cdot\langle\mathbf P\rangle-Nk^2,\quad
\Delta D=-\mathbf k\cdot\langle\boldsymbol{\mathcal A}\rangle+\tfrac N2k^2,
\label{eq:general}
\end{equation}
(iii) For an eigenstate with centroid $\mathbf c=\langle\mathbf R\rangle/N$,
\begin{equation}
\Delta T=\Delta D=-\tfrac12\Delta Z=\frac N8\Big(|\mathbf B\times(\mathbf c-\mathbf O')|^2-|\mathbf B\times(\mathbf c-\mathbf O)|^2\Big).
\label{eq:eigen}
\end{equation}
Corollary: if $U$ is omitted, an eigenstate's energy rises by $\tfrac N2k^2$.

Theorem 2: let $H_0=T+V$ have eigenstates $|n\rangle$, energies $E_n$, $\omega_n=E_n-E_0$. For nondegenerate $|0\rangle$, $E_{\rm dia}=\langle0|D_{\mathbf O}|0\rangle$ and $E_{\rm para}=-\sum_{n\ne0}|\langle n|Z_{\mathbf O}|0\rangle|^2/\omega_n$ obey $\Delta E_{\rm para}=-\Delta E_{\rm dia}=\mathbf k\cdot\langle\boldsymbol{\mathcal A}\rangle_0-\tfrac N2k^2$, and $\langle Z_{\mathbf O}\rangle=2E_{\rm para}$ up to order $B^4$; the energy is even in $\mathbf B$. With $X=\mathbf k\cdot\mathbf R$,
\begin{equation}
\sum_{n\ne0}\omega_n|X_{n0}|^2=\tfrac N2k^2 .
\label{eq:trk}
\end{equation}

Proposition 2: in closed-shell Hartree--Fock with a fixed real basis, $E_{\rm para}$ is a minimum over real response amplitudes $u_{ai}$ (occupied $i$, virtual $a$) of a form with quadratic part $2u^{\mathsf T}Mu$, $M$ being the positive definite response matrix; again $\langle Z\rangle=2E_{\rm para}$ at order $B^2$. With twofold symmetry about the field line through $\mathbf O$,
\begin{equation}
\Delta E_{\rm dia}=\tfrac N2k^2,\qquad \Delta E_{\rm para}=-\tfrac S2k^2,\qquad S=4\,g^{\mathsf T}M^{-1}g,\quad g_{ai}=\langle a|\hat{\mathbf k}\cdot\nabla|i\rangle,
\label{eq:S}
\end{equation}
with $\hat{\mathbf k}=\mathbf k/k$.

The final table's Fock--Darwin entries are for one electron in the ground state of a planar well $\tfrac12\omega^2\rho^2$, with $\omega=0.010$~eV, $B=20$~T, $\Omega^2=\omega^2+B^2/4$ and the origin moved from the centre by $\mathbf d=(60,-40)$~\AA.

\section{Where the theorem needs amendment}

A nonlocal potential with kernel $v(\mathbf r,\mathbf r')$ violates (a): $U^\dagger vU$ has the kernel $e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}v(\mathbf r,\mathbf r')$, which differs from $v$. Used unchanged in both gauges, such a potential gives origin-dependent energies, and Lemma 4 and the sum (\ref{eq:trk}) fail as well, since $v$ does not commute with $\mathbf r$. The invariance is recovered when the kernel is given the factor $e^{+i\mathbf k\cdot(\mathbf r-\mathbf r')}$ along with the shift. The Hartree--Fock exchange kernel, which contains $\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')$, acquires this factor from its own orbitals. Other momentum-dependent terms are covariant when written with $\mathbf p+\mathbf A$, by (\ref{eq:cov}).

A boundary condition that relates $\psi$ at $\mathbf r$ and at $\mathbf r+\mathbf L$ violates (b). $U$ multiplies that relation by $e^{i\mathbf k\cdot\mathbf L}$, so the condition must be changed together with the origin unless $\mathbf k\cdot\mathbf L$ is a multiple of $2\pi$.

Scattering states violate (c) because they cannot be normalized. For them part (i) of Theorem 1 stands as an operator identity, while the expectation values in (ii) and (iii) are not defined. For normalizable states that are not stationary, (ii) holds and (iii) is replaced by $\Delta T-\Delta D=\mathbf k\cdot\langle\boldsymbol\Pi\rangle$, as subtraction in (\ref{eq:general}) shows.

For particles of charges $q_j$ and masses $m_j$, moving nuclei included, the kinetic term is $(\mathbf p_j-q_j\mathbf A)^2/2m_j$ and $\mathbf p_j-q_j\mathbf A'=\mathbf p_j-q_j\mathbf A+q_j\mathbf k$. The phase $U=\exp(-i\sum_jq_j\mathbf k\cdot\mathbf r_j)$ gives $U^\dagger\mathbf p_jU=\mathbf p_j-q_j\mathbf k$ and removes the extra term, so part (i) carries over.

\section{Example: an asymmetric planar well}

The numerical check, with its output, supplies all numbers below. It also verifies Lemma 1 and the one-electron identity $H_{\mathbf O'}U=UH_{\mathbf O}$ symbolically in three dimensions for arbitrary $\mathbf B$, $\mathbf O$, $\mathbf d$ and $V$, and confirms that the identity fails for the opposite sign of the phase.

The model is one electron of free mass in a plane, with round parameters: oscillator energies $0.010$~eV along $x$ and $0.015$~eV along $y$, and a Gaussian bump $V_0\exp(-|\mathbf r-\mathbf b|^2/2\sigma^2)$ with $V_0=0.010$~eV, $\sigma=40$~\AA, $\mathbf b=(20,10)$~\AA, which removes all spatial symmetry. The field is $20$~T, $\mathbf O=0$ and $\mathbf O'=\mathbf d=(60,-40)$~\AA. With the field unit $235051.76$~T and the bohr $0.529177$~\AA,
\begin{equation}
k_y=\tfrac12Bd_x=\frac12\cdot\frac{20}{235051.76}\cdot\frac{60}{(0.529177)^2}\ \text{\AA}^{-1}=9.1156\times10^{-3}\ \text{\AA}^{-1},
\end{equation}
and $k_x=-\tfrac12Bd_y=6.0771\times10^{-3}$~\AA$^{-1}$. Then $\tfrac12k^2=\tfrac12(6.0771^2+9.1156^2)\times10^{-6}\times(0.529177)^2\times27.211386=4.5729\times10^{-4}$~eV.

$H_{\mathbf O}$ and $H_{\mathbf O'}$ are diagonalized separately on a $34\times34$ sinc grid with the same fixed matrices for $\mathbf p$ and $T$, so the phase is not built in. The four lowest levels are $0.0195747$, $0.0284630$, $0.0340098$ and $0.0374334$~eV in both gauges. The test requires agreement within $10^{-7}$ of the $x$ oscillator energy, and the largest difference found is $3.4\times10^{-16}$~eV. For the ground state the computed $\psi'$ matches $e^{i\mathbf k\cdot\mathbf r}\psi$, after one constant phase is aligned, with a largest pointwise error of $7.7\times10^{-12}$ relative to the largest amplitude. The modulus of the overlap is $1.0000000000$ with the plane wave and $0.981610$ without it.

The ground-state pieces, in units of $10^{-3}$~eV, are
\begin{equation}
\begin{array}{lcccc}
 & T & Z & D & V\\
\mathbf O & 5.852496 & -0.014031 & 0.064392 & 13.67188\\
\mathbf O' & 6.371413 & -1.051865 & 0.583309 & 13.67188
\end{array}
\end{equation}
The physical kinetic energy is $5.852496-0.014031+0.064392=5.902857$ in the first gauge and $6.371413-1.051865+0.583309=5.902857$ in the second, and adding $V$ gives the level $19.57474$. The shifts are $\Delta T=0.518917$, $\Delta Z=-1.037834$, $\Delta D=0.518917$, so $\Delta Z+\Delta D=-0.518917$ in the same unit. Lemma 4 is visible in $\mathbf k\cdot\langle\mathbf A\rangle=-6.16239\times10^{-5}$~eV and $\mathbf k\cdot\langle\mathbf p\rangle=+6.16239\times10^{-5}$~eV, and (\ref{eq:general}) gives $\Delta D=4.572932\times10^{-4}+0.616239\times10^{-4}=5.189171\times10^{-4}$~eV. The centroid form gives the same number from the density alone. The centroid is $\mathbf c=(-6.7606,-1.3816)$~\AA, on the side away from the bump, and
\begin{equation}
|\mathbf c-\mathbf d|^2-|\mathbf c|^2=d^2-2\,\mathbf c\cdot\mathbf d=5200-2(-405.636+55.264)=5900.74\ \text{\AA}^2 .
\end{equation}
Since $B^2d^2/8=4.572932\times10^{-4}$~eV corresponds to $5200$~\AA$^2$, $\Delta D=4.572932\times10^{-4}\times5900.74/5200=5.1892\times10^{-4}$~eV. The three excited states have $\Delta D=4.767809$, $5.107450$ and $4.576702\times10^{-4}$~eV. By the same formula these differ from one another only through $\mathbf c\cdot\mathbf d$. For all four states the program asserts (\ref{eq:eigen}), the invariance of $\langle V\rangle$ and the Corollary within $10^{-6}$ of the $x$ oscillator energy. The unphased ground state lies $4.572932\times10^{-4}$~eV above the level, equal to $\tfrac12k^2$.

An equal superposition of the two lowest states, with a relative phase picked to give its net kinetic momentum a nonzero component along $\mathbf k$, tests (\ref{eq:general}) where (\ref{eq:eigen}) does not apply. It has $\Delta T=1.5086\times10^{-3}$, $\Delta Z=-2.0151\times10^{-3}$ and $\Delta D=0.5065\times10^{-3}$~eV. The sum is zero to these digits, while $\Delta T-\Delta D=1.0021\times10^{-3}$~eV. These values belong to one relative phase, which is fixed only with respect to the arbitrary phases of the computed eigenvectors. Over all relative phases $\Delta T$ runs from $-0.66\times10^{-3}$ to $1.66\times10^{-3}$~eV and $|\Delta T-\Delta D|$ reaches at most $1.06\times10^{-3}$~eV.

For Theorem 2 the sums run over all field-free grid states, with $E_0=0.01951722$~eV and a Thomas--Reiche--Kuhn sum $2\sum_n|\langle n|p_x|0\rangle|^2/\omega_n=1.00000000$. At $20$~T, in units of $10^{-5}$~eV,
\begin{equation}
\mathbf O:\ 6.467178-0.701396=5.765782,\qquad \mathbf O':\ 58.34634-52.58056=5.76578 ,
\end{equation}
where the first entry is $E_{\rm dia}$ and the second $E_{\rm para}$. The shifts are $\pm5.187917\times10^{-4}$~eV, and the formula gives $\mathbf k\cdot\langle\mathbf A\rangle_0-\tfrac12k^2=-0.6149846\times10^{-4}-4.572932\times10^{-4}=-5.187917\times10^{-4}$~eV. In the second gauge each term is about ten times the sum. The exact shift of the level is $5.751683\times10^{-5}$~eV, lower than the second-order value by $1.41\times10^{-7}$~eV, or $0.24\%$ of it. By the evenness shown in the proof of part (iii) this remainder starts at order $B^4$. The exact $\Delta D$ differs from $\Delta E_{\rm dia}$ in the fourth digit because $\mathbf k\cdot\langle\mathbf A\rangle$ is taken in the exact state in one case and in the field-free state in the other. At $1$~T, in the shifted gauge, $\langle Z\rangle=-2.629030\times10^{-6}$~eV, to be compared with $2E_{\rm para}=2\times(-5.258056\times10^{-4})/400=-2.629028\times10^{-6}$~eV.

\section{Example: methane in finite bases}

CH$_4$ is treated at the restricted Hartree--Fock level with $N=10$, tetrahedral geometry and a bond length rounded to $1.09$~\AA. The field of $10$~T lies along $z$, a twofold axis through carbon, so (\ref{eq:S}) applies with $\mathbf O$ at carbon. The origin is moved by $1.0$~\AA\ along $x$, which makes $\mathbf k$ point along $y$ with $k=7.596337\times10^{-5}$~\AA$^{-1}$, and
\begin{equation}
\tfrac N2k^2=5\times(7.596337\times10^{-5})^2\times(0.529177)^2\times27.211386=2.19853\times10^{-7}\ \text{eV}.
\end{equation}
$E_{\rm dia}$ and $E_{\rm para}$ are computed at each origin from integrals about that origin, and $S$ from the gradient integrals. In units of $10^{-7}$~eV:
\begin{equation}
\begin{array}{lccccc}
\text{basis} & S & \text{sum at C} & \Delta E_{\rm dia} & \Delta E_{\rm para} & \text{error}\\
\text{cc-pVDZ} & 7.3465 & 1.0644 & 2.1985 & -1.6152 & 0.5834\\
\text{unc.\ cc-pVDZ} & 8.6609 & 1.0698 & 2.1985 & -1.9041 & 0.2944\\
\text{unc.\ cc-pVTZ} & 9.6293 & 1.0065 & 2.1985 & -2.1170 & 0.0815
\end{array}
\end{equation}
The bases have 34, 54 and 106 functions, and ``unc.'' means uncontracted. The diamagnetic shift is the same in every basis, since it needs only the electron number and the symmetric centroid. The paramagnetic shift follows $S$: for cc-pVDZ, with $\tfrac12k^2=2.19853\times10^{-8}$~eV, $7.3465\times2.19853\times10^{-8}=1.6152\times10^{-7}$~eV, and the error is $(10-7.3465)\times2.19853\times10^{-8}=5.834\times10^{-8}$~eV. Relative to the second-order energy at the carbon origin in the same basis, the error caused by a $1$~\AA\ shift is $0.5834/1.0644=55\%$, $0.2944/1.0698=28\%$ and $0.0815/1.0065=8\%$. The program asserts both shifts in (\ref{eq:S}) to a relative $10^{-6}$, and that $|N-S|$ is smaller in the last basis than in the first. In all three bases $S$ lies below $N$. This is an observation, and no bound on the sign of $N-S$ has been proved here. Uncontracting the double-zeta set raises $S$ by $1.31$. The sums at carbon are values for each basis and are not converged: the contracted aug-cc-pVTZ set (138 functions) gives $0.983\times10^{-7}$~eV, lower than the last row of the table by $0.024\times10^{-7}$~eV or $2.4\%$, with $S=9.18$. Thus $S$ does not rise simply with the number of functions, and a value of $S$ closer to $N$ does not by itself mean a better converged energy at the carbon origin.

Proposition 2 is checked by a route that uses neither $M$ nor perturbation theory: a complex self-consistent calculation in cc-pVDZ with $Z$ and $D$ added to the one-electron Hamiltonian at $500$~T, where second-order energies are $2500$ times larger. With the origin at carbon the energy rises by $2.66097\times10^{-4}$~eV, against $2.66097\times10^{-4}$~eV from the response formula. With the shifted origin it rises by $4.11939\times10^{-4}$~eV, against $4.11941\times10^{-4}$~eV. The Zeeman expectation values are $-1.98584\times10^{-4}$ and $-1.00616\times10^{-3}$~eV, against $2E_{\rm para}=-1.98582\times10^{-4}$ and $-1.00616\times10^{-3}$~eV. The relation $\langle Z\rangle=2E_{\rm para}$ thus survives in the finite basis, because it rests only on the minimization over $u$, while the invariance of the energy does not, because it rests on the basis being closed under the plane-wave phase.

\section*{Table of computed values}
\begin{verbatim}
hartree = 27.211386 eV; bohr = 0.529177 A; field unit = 235051.76 T
model: hw_x = 0.010 eV, hw_y = 0.015 eV, B = 20.0 T, hw_c = 2.315353e-03 eV
bump: 0.010 eV, width 40 A, at (20, 10) A
d = (60, -40) A; k = (6.077070e-03, 9.115605e-03) 1/A; k^2/2 = 4.572932e-04 eV
largest level difference between origins = 3.4e-16 eV
state 0: E = 0.01957474 eV, dT = 5.189171e-04, dZ = -1.037834e-03, dD = 5.189171e-04 eV
  centroid = (-6.7606, -1.3816) A; predicted dD = 5.189171e-04 eV
  k.<A> = -6.162390e-05 eV; k.<p> = 6.162390e-05 eV
  O : T = 5.852496e-03, Z = -1.403097e-05, D = 6.439200e-05, V = 1.367188e-02 eV
  O': T = 6.371413e-03, Z = -1.051865e-03, D = 5.833091e-04, V = 1.367188e-02 eV
  dZ + dD = -5.189171e-04 eV; dT + dZ + dD = -3.3e-17 eV
  overlap with phase = 1.0000000000, without = 0.981610; pointwise error = 7.7e-12
  energy rise without the phase = 4.572932e-04 eV
state 1: E = 0.02846302 eV, dT = 4.767809e-04, dZ = -9.535619e-04, dD = 4.767809e-04 eV
state 2: E = 0.03400980 eV, dT = 5.107450e-04, dZ = -1.021490e-03, dD = 5.107450e-04 eV
state 3: E = 0.03743339 eV, dT = 4.576702e-04, dZ = -9.153404e-04, dD = 4.576702e-04 eV
superposition of states 0,1: dT = 1.5086e-03, dZ = -2.0151e-03, dD = 5.0651e-04 eV
field-free E0 = 0.01951722 eV; TRK sum = 1.00000000; k.<A>_0 = -6.149846e-05 eV
second order, O : dia = 6.467178e-05, para = -7.013962e-06, sum = 5.765782e-05 eV
second order, O': dia = 5.834634e-04, para = -5.258056e-04, sum = 5.765782e-05 eV
shifts: dia = 5.187917e-04, para = -5.187917e-04 eV; exact E-E0 = 5.751683e-05 eV
B = 1 T, O': <Z> = -2.629030e-06 eV, 2 E_para = -2.629028e-06 eV
Fock-Darwin: Omega = 0.01006679 eV, B^2 d^2/8 = 4.572932e-04 eV
  T = 5.490687e-03, Z = -9.145864e-04, D = 5.238593e-04 eV
CH4: bond = 1.09 A, shift = 1.0 A, B = 10 T, k = 7.596337e-05 1/A
  finite field 500 T, origin x = 0.0 A: dE = 2.66097e-04, response = 2.66097e-04 eV
    <Z> = -1.98584e-04, 2 E_para = -1.98582e-04 eV
  finite field 500 T, origin x = 1.0 A: dE = 4.11939e-04, response = 4.11941e-04 eV
    <Z> = -1.00616e-03, 2 E_para = -1.00616e-03 eV
cc-pvdz: 34 functions, E_HF = -1093.8626 eV, S = 7.3465, N = 10
  at C   : dia = 1.46155e-07, para = -3.97164e-08, sum = 1.06439e-07 eV
  shifted: dia = 3.66008e-07, para = -2.01231e-07, sum = 1.64776e-07 eV
  shifts : dia = 2.19853e-07, para = -1.61515e-07, error = 5.83374e-08 eV
unc-cc-pvdz: 54 functions, E_HF = -1093.9650 eV, S = 8.6609, N = 10
  at C   : dia = 1.46831e-07, para = -3.98485e-08, sum = 1.06983e-07 eV
  shifted: dia = 3.66684e-07, para = -2.30261e-07, sum = 1.36423e-07 eV
  shifts : dia = 2.19853e-07, para = -1.90412e-07, error = 2.94405e-08 eV
unc-cc-pvtz: 106 functions, E_HF = -1094.2668 eV, S = 9.6293, N = 10
  at C   : dia = 1.46774e-07, para = -4.61197e-08, sum = 1.00654e-07 eV
  shifted: dia = 3.66627e-07, para = -2.57823e-07, sum = 1.08803e-07 eV
  shifts : dia = 2.19853e-07, para = -2.11703e-07, error = 8.14902e-09 eV
\end{verbatim}
